# The delta shell in the kinetic energy of hard-wall atomic orbitals

**Question.** I generate numerical atomic orbitals by solving the radial equation in a potential $v(r)$ with a hard wall: $u(r_c)=0$, and $u=0$ beyond $r_c$. To avoid second derivatives I take the kinetic operator from the radial equation, $\hat T\phi=(\epsilon-v)\phi$, and integrate this against the other orbital. Inside the wall this is the defining equation, and outside both sides are zero. Diagonal elements agree with $\tfrac12\int|\nabla\phi|^2$, but for two different orbitals $T_{AB}\neq T_{BA}$ by far more than my quadrature error, and an atomic test gave an energy below the hydrogen ground state. Is the replacement wrong, what is missing, and which elements are affected?

**Answer.** The replacement holds for $r<r_c$ and for $r>r_c$, and fails on the sphere between them, where the slope of the orbital jumps. I use Hartree atomic units and real orbitals,

$$\phi=\frac{u(r)}{r}Y_{lm},\qquad -\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+v\Big]u=\epsilon u\quad(r<r_c),$$

with $u\propto r^{l+1}$ at the origin, $\int_0^{r_c}u^2dr=1$, $u>0$ if nodeless, and $s=u'(r_c^-)$.

### The slope cannot vanish

The radial equation is linear and of second order and, for $v$ bounded near the wall, is regular at $r_c$, so $u(r_c)=u'(r_c)=0$ would force $u\equiv0$. Hence $s\ne0$. Its size follows from how strongly the wall acts. Let $u(r,\epsilon)$ be the regular solution and $w=\partial u/\partial\epsilon$. Differentiating the equation gives $-\tfrac12w''+[l(l+1)/2r^2+v-\epsilon]w=u$. Multiply this by $u$, subtract $w$ times the equation for $u$, and integrate: $-\tfrac12[uw'-wu']_0^{r_c}=1$. The lower limit vanishes and $u(r_c)=0$, so $w(r_c)=2/s$. Keeping $u(r_c,\epsilon)=0$ as the wall moves requires $s\,dr_c+w\,d\epsilon=0$, so

$$\frac{d\epsilon}{dr_c}=-\frac{s^2}{2}.$$

The examples use $v=-Z/r$. Writing $u=r^{l+1}e^{-\kappa r}F$ with $\epsilon=-\kappa^2/2$ and $x=2\kappa r$ turns the radial equation into $xF''+(2l+2-x)F'-(l+1-Z/\kappa)F=0$, Kummer's equation, whose regular solution is $M(l+1-Z/\kappa,\,2l+2,\,x)$. Root finding for a first zero at $r_c$ fixes $\kappa$, and quadrature fixes the norm:

| orbital | $\epsilon$ (Ha) | $s$ (bohr$^{-3/2}$) |
|---|---|---|
| s3: 1s, $Z=1$, $r_c=3$ bohr | $-0.4239673$ | $-0.4817360$ |
| s4: 1s, $Z=1$, $r_c=4$ bohr | $-0.4832653$ | $-0.2253866$ |
| pz: 2p$_z$, $Z=2$, $r_c=3.5$ bohr | $-0.3499161$ | $-0.6033933$ |

For s4, $-s^2/2=-0.0253996$ Ha/bohr, which is also the value of a central finite difference of $\epsilon(r_c)$.

### The kinetic operator as a distribution

Since $\phi$ is not twice differentiable at $r_c$, $\hat T\phi$ is defined by its action on a smooth function $\chi$, namely $\int\phi\,(-\tfrac12\nabla^2\chi)\,d^3r$. Green's second identity in the ball reads

$$\int_{r<r_c}(\phi\nabla^2\chi-\chi\nabla^2\phi)\,d^3r=\oint(\phi\,\partial_r\chi-\chi\,\partial_r\phi)\,r_c^2\,d\Omega .$$

The origin adds nothing, because $\phi$ and its gradient are bounded there. On the sphere $\phi=0$ and $\partial_r\phi=(u'/r-u/r^2)Y_{lm}=(s/r_c)Y_{lm}$. Multiplying by $-\tfrac12$ and using $-\tfrac12\nabla^2\phi=(\epsilon-v)\phi$ inside,

$$\int\phi\,(-\tfrac12\nabla^2\chi)=\int_{r<r_c}\chi(\epsilon-v)\phi+\frac{s}{2r_c}\oint\chi Y_{lm}\,r_c^2\,d\Omega .$$

The last term is the integral of $\chi$ against a surface density, so

$$\hat T\phi=(\epsilon-v)\,\phi\,\theta(r_c-r)+\frac{s}{2r_c}\,Y_{lm}\,\delta(r-r_c).$$

The sign can be read off directly: a nodeless $u$ has slope $s<0$ inside and $0$ outside, so $u'$ jumps up by $|s|$, $u''$ contains $+|s|\delta$, and $-\tfrac12u''$ contains $-\tfrac12|s|\delta$.

### Matrix elements

The quantity that enters the Rayleigh–Ritz principle is the quadratic form $T_{AB}=\tfrac12\int\nabla\phi_A\cdot\nabla\phi_B$. It exists because the orbitals are continuous with square-integrable gradients, and it is symmetric. Let $r_A,r_B$ be the cutoff radii and $d$ the distance of the centres. In the overlap of the two balls use $\nabla\phi_A\cdot\nabla\phi_B=\nabla\cdot(\phi_A\nabla\phi_B)-\phi_A\nabla^2\phi_B$ and the divergence theorem. The boundary has a piece on sphere $A$, where $\phi_A=0$, and a piece on sphere $B$, where the outward derivative of $\phi_B$ is $(s_B/r_B)Y_B$. Therefore

$$T_{AB}=N_{AB}+\Sigma_{AB},\qquad N_{AB}=\langle A|\epsilon_B-v_B|B\rangle,\qquad \Sigma_{AB}=\tfrac12s_Br_B\oint Y_B\,\phi_A\,d\Omega_B .$$

Your code computes $N_{AB}$. The shell term samples the bra on the ket's cutoff sphere, which decides where it acts:

- Diagonal: $\phi_B=0$ on its own sphere, so $\Sigma_{BB}=0$. This is why the diagonal agrees. For s4, $T_{AA}=0.5848636$ Ha in both forms.
- Same centre: angular orthogonality leaves equal $lm$, with $\Sigma_{AB}=\tfrac12s_Bu_A(r_B)$. This is zero for $r_A\le r_B$ and nonzero for a nodeless bra with $r_A>r_B$. The error is thus not confined to off-site elements.
- Different centres: zero if sphere $B$ misses the interior of ball $A$, that is for $d\ge r_A+r_B$ or $d+r_A\le r_B$.

Since $T_{AB}=T_{BA}$, subtracting the two orderings gives $N_{AB}-N_{BA}=\Sigma_{BA}-\Sigma_{AB}$, which is your asymmetry. Averaging $N$ with its transpose leaves an error $-\tfrac12(\Sigma_{AB}+\Sigma_{BA})$. For two identical s orbitals, inversion through the midpoint gives $\Sigma_{AB}=\Sigma_{BA}$, so $N$ is symmetric and still in error.

For two s orbitals, $Y=1/\sqrt{4\pi}$. A point on sphere $B$ with polar cosine $\mu$ lies at distance $\rho$ from $A$, with $\rho^2=d^2+r_B^2+2dr_B\mu$, so $d\mu=\rho\,d\rho/(dr_B)$. Then $\oint Y_B\phi_A\,d\Omega=\frac{2\pi}{4\pi}\int\frac{u_A}{\rho}\frac{\rho\,d\rho}{dr_B}$, and

$$\Sigma_{AB}=\frac{s_B}{4d}\int_{|d-r_B|}^{\min(d+r_B,\,r_A)}u_A(\rho)\,d\rho ,$$

negative for nodeless orbitals whenever the range is not empty.

The table has $A$ at the origin and $B$ at $z=+d$, energies in Ha. $T$ (gradient form) and $N$ come from Gauss–Legendre quadrature in the distances $\rho_A,\rho_B$ to the two centres, with volume element $2\pi\rho_A\rho_B\,d\rho_A\,d\rho_B/d$ and panels cut at every kink; $\Sigma$ comes from angular quadrature on the sphere.

| $A$, $B$, $d$ (bohr) | $T$ | $N_{AB}$ | $\Sigma_{AB}$ | $N_{BA}$ | $\Sigma_{BA}$ |
|---|---|---|---|---|---|
| s4, s3, 2 | 0.12026 | 0.19144 | −0.07118 | 0.12709 | −0.00683 |
| s4, pz, 2.5 | −0.21735 | −0.31725 | 0.09990 | −0.19868 | −0.01867 |
| s3, s4, 0.5 | 0.55709 | 0.55709 | 0 | 0.61571 | −0.05862 |

In each row $N+\Sigma=T$ for both orderings. In the first row the omitted term is 59% of $T$ when the ket is s3 and 6% when it is s4. In the second row $\Sigma_{AB}$ is positive because ball $A$ covers the part of sphere $B$ facing $A$, where $Y_{10}<0$, and $s_B<0$. In the third row $d+r_A=3.5<r_B$, so one ordering is right and the other is not.

### Near contact the naive form loses the leading order

Take nodeless s orbitals and $\delta=r_A+r_B-d\to0^+$. The range of the integral is $r_A-\delta<\rho<r_A$, where $u_A\approx|s_A|(r_A-\rho)$, so the integral is $|s_A|\delta^2/2$ and $\Sigma_{AB}\approx-|s_As_B|\,\delta^2/(8d)$. For $N$ the volume element above gives $N_{AB}=\frac1{2d}\iint u_Au_B(\epsilon_B-v_B)\,d\rho_A\,d\rho_B$. With $a=r_A-\rho_A$ and $b=r_B-\rho_B$ the region is $a,b\ge0$, $a+b\le\delta$, and $\iint ab\,da\,db=\int_0^\delta\tfrac12a(\delta-a)^2da=\delta^4/24$. To leading order,

$$T_{AB}\approx-\frac{|s_As_B|\,\delta^2}{8(r_A+r_B)},\qquad N_{AB}\approx\frac{|s_As_B|\,[\epsilon_B-v_B(r_B)]\,\delta^4}{48(r_A+r_B)} .$$

For s4 and s3 at $\delta=0.01$ bohr the first formula gives $-0.2253866\times0.4817360\times10^{-4}/56=-1.939\times10^{-7}$ Ha. Quadrature gives $T=-1.942\times10^{-7}$ Ha and $N=-2.92\times10^{-13}$ Ha, and halving $\delta$ from 0.02 bohr gives exponents 2.002 and 3.995. The absolute values are tiny, but the ratio $N/T$ goes to zero as $\delta^2$.

### Momentum space

For an s orbital, $\tilde\phi(\mathbf k)=(2\pi)^{-3/2}\sqrt{4\pi}\,f(k)$ with $f=k^{-1}\int_0^{r_c}u\sin kr\,dr$. Inserting this in $\int\tfrac12k^2\tilde\phi_A\tilde\phi_B\,e^{i\mathbf k\cdot\mathbf d}d^3k$, whose angular integral is $4\pi j_0(kd)$, gives $T_{AB}=\pi^{-1}\int k^4f_Af_B\,j_0(kd)\,dk$. For s4, s3 at $d=2$ bohr, quadrature up to $K=120$ bohr$^{-1}$ gives $0.1202599$ Ha, the gradient value. Fourier-space kinetic integrals contain the shell without any added term.

Integrate by parts three times. The first boundary term vanishes since $u(0)=u(r_c)=0$; the second is $s\sin(kr_c)/k^2$; the third is $[u''\cos kr]_0^{r_c}/k^3$, with $u''(r_c)=0$ and $u''(0)=-2Zu'(0)$ from the radial equation. So $k^3f\approx s\sin kr_c+2Zu'(0)/k$ at large $k$. With $\sin^2\to\tfrac12$, the diagonal kinetic energy above $K$ is $\pi^{-1}\int_K^\infty s^2/(2k^2)\,dk=s^2/(2\pi K)$ to leading order in $1/K$. For s4 this is $6.74\times10^{-5}$ Ha, against $6.85\times10^{-5}$ Ha found by subtracting the truncated integral from $T_{AA}$. The integral $\|\hat T\phi\|^2=(2\pi)^{-1}\int k^6f^2dk$ diverges, because its integrand averages to a nonzero constant at large $k$, so $\hat T\phi$ is not square integrable and $\langle\phi|\hat T^2|\phi\rangle$ does not exist.

### When the replacement is right

Replace the wall of an s orbital by a constant potential $V_0$ for $r>r_c$. Then $u'$ is continuous and $\hat T\phi=(\epsilon-v_{\rm tot})\phi$ holds with no delta, provided $v_{\rm tot}$ includes $V_0$. Outside, $u=u(r_c)e^{-q(r-r_c)}$ with $q^2/2=V_0-\epsilon$, and continuity gives $u'(r_c)=-qu(r_c)$. Hence

$$(\epsilon-V_0)\,u=-\tfrac12q^2u(r_c)e^{-q(r-r_c)}=\tfrac12u'(r_c)\;q\,e^{-q(r-r_c)} .$$

The factor $qe^{-q(r-r_c)}$ has unit area and width $1/q$, so it tends to $\delta(r-r_c)$. The shell is the limit of a diverging potential times a vanishing tail; setting the tail to zero first discards it. The bra varies linearly over the width $1/q$, and the inner solution extrapolates to zero at $r_c+1/q$, so the leading deviation from $\Sigma$ scales as $1/q\approx(2V_0)^{-1/2}$. For ket s3, bra s4, $d=2$ bohr, radial and angular quadrature of the outside part gives $-0.0643107$, $-0.0704637$ and $-0.0711114$ Ha at $V_0=10^2,10^4,10^6$ Ha, against $\Sigma=-0.0711837$ Ha. The last two deviations have ratio 9.96, close to $\sqrt{100}$.

### Example 1: hydrogen atom with two radii

Take $\phi_1=$ s3 and $\phi_2=$ s4 on one proton (nonrelativistic, clamped point nucleus), $H=\hat T-1/r$, $\Delta=\epsilon_1-\epsilon_2=0.0592980$ Ha. Radial quadrature gives $S=0.9766292$, and $u_2(r_1)=0.2404312$ bohr$^{-1/2}$. Both functions obey the same equation for $r<r_1$, so $-\tfrac12(u_2u_1''-u_1u_2'')=\Delta u_1u_2$. The left side is $-\tfrac12(u_2u_1'-u_1u_2')'$, and integration to $r_1$ gives $\tfrac12s_1u_2(r_1)=-\Delta S$. In numbers, $\tfrac12(-0.4817360)(0.2404312)=-0.0579122$ Ha and $\Delta S=0.0579122$ Ha. Thus

$$H_{21}=\epsilon_1S+\tfrac12s_1u_2(r_1)=\epsilon_2S=H_{12}:\qquad -0.4140588-0.0579122=-0.4719710\ \text{Ha}.$$

The secular equation for an off-diagonal element $h$ is $(\epsilon_1-E)(\epsilon_2-E)=(h-ES)^2$.

True, $h=\epsilon_2S$: the right side is $S^2(\epsilon_2-E)^2$, so $E=\epsilon_2$ or $\epsilon_1-E=S^2(\epsilon_2-E)$, giving $E=(\epsilon_1-S^2\epsilon_2)/(1-S^2)$. The roots are $-0.4832653$ and $0.8003700$ Ha. The lower one could not be smaller: both functions vanish at and beyond 4 bohr, and $\epsilon_2$ is the ground level in that box.

Symmetrized naive, $h=\bar\epsilon S$ with $\bar\epsilon=(\epsilon_1+\epsilon_2)/2$: put $y=\bar\epsilon-E$. Then $(y+\Delta/2)(y-\Delta/2)=S^2y^2$, so $y^2(1-S^2)=\Delta^2/4$ and

$$E=\bar\epsilon-\frac{\Delta}{2\sqrt{1-S^2}}=-0.4536163-\frac{0.0592980}{2\times0.214931}=-0.591563\ \text{Ha}.$$

Because $\sqrt{1-S^2}<1$, this is below $\bar\epsilon-\Delta/2=\epsilon_2$ for any $S\neq0$. Here it is also below $-\tfrac12$ Ha, the bottom of the spectrum of this Hamiltonian in all space, by $0.09156$ Ha $=2.49$ eV.

A symmetric solver that reads the triangle $h=\epsilon_1S$: the roots are $\epsilon_1$ and the solution of $\epsilon_2-E=S^2(\epsilon_1-E)$, which is $E=\epsilon_2-S^2\Delta/(1-S^2)=-1.70760$ Ha. In both naive cases the near linear dependence, $1-S^2=0.0462$, amplifies the error.

### Example 2: H$_2^+$ at $R=2$ bohr

Put one s4 orbital on each proton (same level of theory). By inversion symmetry the electronic levels are $E_\pm=(H_{AA}\pm H_{AB})/(1\pm S)$, with $+$ for $\sigma_g$. The diagonal has no shell. The potential of a spherical charge gives $\langle A|-1/\rho_B|A\rangle=-\int u^2/\max(r,R)\,dr=-0.4849393$ Ha, so $H_{AA}=-0.4832653-0.4849393=-0.9682046$ Ha. The two-centre quadrature gives $S=0.5167989$, $N_{AB}=0.1422546$ Ha, and $V_{AB}=-0.7840111$ Ha for the attraction to both nuclei. With $\int_2^4u\,d\rho=0.5025429$ bohr$^{1/2}$,

$$\Sigma=\frac{-0.2253866\times0.5025429}{4\times2}=-0.0141583\ \text{Ha},$$

so $T_{AB}=0.1280963$ Ha, equal to the gradient form, and $|\Sigma|$ is 11% of it. Then $H_{AB}=0.1280963-0.7840111=-0.6559148$ Ha, against $-0.6417565$ Ha without the shell, and

$$E_g=\frac{-0.9682046-0.6559148}{1.5167989}=-1.070755\ \text{Ha},\qquad E_u=\frac{-0.9682046+0.6559148}{0.4832011}=-0.646294\ \text{Ha}.$$

Omitting $\Sigma$ raises $H_{AB}$ by $|\Sigma|$, so $\sigma_g$ rises by $|\Sigma|/(1+S)=0.009334$ Ha $=0.254$ eV to $-1.061420$ Ha, and $\sigma_u$ falls by $|\Sigma|/(1-S)=0.029301$ Ha $=0.797$ eV to $-0.675595$ Ha. The binding energy relative to the confined atom, $\epsilon-(E_g+1/R)$, drops from $0.08749$ Ha (2.38 eV) to $0.07816$ Ha (2.13 eV), by 11% of the correct value for this basis. The naive matrix is symmetric here, so no symmetry test reveals this.

Diagonalizing the same one-electron Hamiltonian in the Gaussian aug-cc-pV5Z basis gives $-1.102622$ and $-0.667524$ Ha. These omit relativity and nuclear motion and are upper bounds to the complete-basis levels. They are not converged to the last digits: aug-cc-pVQZ gives $-1.102535$ and $-0.667455$ Ha, and a converged expansion in prolate spheroidal coordinates gives $-1.102634$ and $-0.667534$ Ha, about $1\times10^{-5}$ Ha below the 5Z values. The correct minimal-basis $\sigma_u$ lies $0.0212$ Ha above the Gaussian value, and the naive one $0.0081$ Ha below it, which makes the naive number look closer. Since the basis error of the Gaussian level is about $10^{-5}$ Ha, far less than $0.0081$ Ha, the naive $\sigma_u$ lies below the converged level and violates the variational bound. This depends on the radius: for $r_c=5$ bohr the naive $\sigma_u$ is $-0.665314$ Ha, still $0.0076$ Ha below the correct minimal-basis value but above the converged level, and the binding energy drops only from $0.06521$ to $0.06308$ Ha.

### What to change

Any of three routes gives the $T_{AB}$ of the quadratic form for a hard wall: the gradient form, the Fourier integral, or $N_{AB}+\Sigma_{AB}$, which costs one angular integral on the ket's sphere. Letting $\hat T$ act on the orbital with the larger radius removes $\Sigma$ for on-site and nested pairs, but not when the two spheres intersect. A confining term that diverges as $c/(r_c-r)^2$ and is kept inside $v$ avoids the shell altogether: then $u\propto(r_c-r)^p$ with $p(p-1)=2c$, so $p>1$, $s=0$, the orbital is strictly localized and $N_{AB}=T_{AB}$. A weaker divergence such as $1/(r_c-r)$ still leaves $s\ne0$ and needs $\Sigma$. Another alternative is a finite confining potential kept inside $v$. The orbital then has a tail beyond $r_c$, which must be kept and resolved on the scale of its decay length $1/q$, since that layer carries the weight the shell carries in the hard-wall limit.
